# Why spin-orbit coupling splits a cubic t2 level but not e

Take an oxide whose lowest empty d states form an e doublet, and correct its energy for spin-orbit coupling with the rule of the free atom. That rule puts the lower atomic level \(3\zeta/2\) below the mean of the shell, where \(\zeta\) is the spin-orbit constant. For \(\zeta=120\) meV the level would drop by 180 meV, and any barrier height measured from it would be wrong by nearly that much: in the cubic model solved below, the drop is 5.5 meV. The atomic rule fails because the cubic field has already removed the orbital angular momentum on which the coupling acts. In the t2 triplet part of it survives, with its sign reversed.

## The model

One electron occupies a d shell at a site of full cubic symmetry. The lattice is rigid, the orbitals are pure d functions with one common radial factor, and hopping to other cations is left out; this is what "isolated" means here. Angular momenta are in units of \(\hbar\), so that \(\mathbf l=-i\,\mathbf r\times\nabla\). The angular parts, all of equal norm, are

\[
d_{z^2}=\tfrac12(2z^2-x^2-y^2),\qquad d_{x^2-y^2}=\tfrac{\sqrt3}{2}(x^2-y^2),
\]
\[
d_{yz}=\sqrt3\,yz,\qquad d_{xz}=\sqrt3\,xz,\qquad d_{xy}=\sqrt3\,xy .
\]

The first two span e and the other three span t2. With the e energy as zero,

\[
H=\Delta P_t+\zeta K,\qquad K=\mathbf l\cdot\mathbf s,\qquad \zeta>0 ,
\]

where \(P_t\) projects on t2, \(P_e\) on e, and \(\Delta=E(t_2)-E(e)\) may have either sign. To first order in \(\zeta/|\Delta|\), degenerate perturbation theory gives the level shifts as the eigenvalues of \(\zeta P_eKP_e\) and \(\zeta P_tKP_t\). The question is therefore what \(\mathbf l\) looks like inside each level.

## Why e has no angular momentum

Acting on a real function, \(l_z=-i(x\partial_y-y\partial_x)\) gives \(-i\) times a real function. Its matrix in real orbitals is thus \(iA\) with \(A\) real. Hermiticity requires \(iA_{ab}=(iA_{ba})^*=-iA_{ba}\), so \(A\) is antisymmetric. Its diagonal vanishes, and in a space of two orbitals one number is left, the element between \(d_{z^2}\) and \(d_{x^2-y^2}\).

That number is zero. The function \(d_{z^2}\) depends on \(z\) and \(x^2+y^2\) alone, so a rotation about \(z\) leaves it unchanged and \(l_zd_{z^2}=0\). Hence \(P_el_zP_e=0\).

The other components follow from the threefold rotation \(x\to y\to z\to x\), which carries \(l_z\) into \(l_x\), and \(l_x\) into \(l_y\). It also maps e onto itself:

\[
2x^2-y^2-z^2=-\tfrac12(2z^2-x^2-y^2)+\tfrac32(x^2-y^2),
\]
\[
y^2-z^2=-\tfrac12(2z^2-x^2-y^2)-\tfrac12(x^2-y^2).
\]

The block of \(l_x\) in e is therefore the block of \(l_z\) written in a rotated basis, and a zero matrix stays zero. The same holds for \(l_y\). Since spin operators do not act on the orbitals,

\[
P_eKP_e=\sum_k (P_el_kP_e)\,s_k=0 .
\]

Even a complex combination such as \(d_{z^2}+i\,d_{x^2-y^2}\) has zero mean angular momentum along every axis. The spin finds no orbital moment to couple to.

Being a doublet is not what protects e. In an axially symmetric field \(d_{x^2-y^2}\) and \(d_{xy}\) are degenerate, and differentiation gives

\[
l_zd_{x^2-y^2}=2i\,d_{xy},\qquad l_zd_{xy}=-2i\,d_{x^2-y^2}.
\]

The combinations \(d_{x^2-y^2}\pm i\,d_{xy}\) have \(l_z=\pm2\). Because \(l_x\) and \(l_y\) change \(l_z\) by one unit, they have no elements within this pair, and \(K\) reduces to \(l_zs_z=\pm1\). This doublet splits by \(2\zeta\) in first order.

## Why t2 splits by three halves

Inside t2 the same operator acts as

\[
l_zd_{yz}=-i\sqrt3\,(x\partial_y-y\partial_x)yz=-i\,d_{xz},
\]
\[
l_zd_{xz}=-i\sqrt3\,(x\partial_y-y\partial_x)xz=+i\,d_{yz},
\]

while \(l_zd_{xy}=-2i\,d_{x^2-y^2}\) lies in e and is removed by the projection. Compare the p functions:

\[
l_zx=+i\,y,\qquad l_zy=-i\,x,\qquad l_zz=0 .
\]

If \(d_{yz},d_{xz},d_{xy}\) are matched with \(x,y,z\), the two matrices differ by a sign. The cyclic rotation permutes both sets in the same way, so the relation holds for all three components:

\[
P_t\,\mathbf l\,P_t=-\mathbf l^{(p)},\qquad \zeta P_tKP_t=-\zeta\,\mathbf l^{(p)}\cdot\mathbf s .
\]

Here \(\mathbf l^{(p)}\) is an angular momentum with quantum number 1. With \(\mathbf j=\mathbf l^{(p)}+\mathbf s\), squaring gives

\[
\mathbf l^{(p)}\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right]=
\begin{cases}+\tfrac12,& j=\tfrac32\ \text{(four states)}\\[2pt]-1,& j=\tfrac12\ \text{(two states)}.\end{cases}
\]

The minus sign in front turns these into

\[
E_{\text{quartet}}=\Delta-\tfrac{\zeta}{2},\qquad E_{\text{doublet}}=\Delta+\zeta,
\]

with a separation of \(3\zeta/2\). The mean shift is zero, since \(4(-\tfrac12)+2(1)=0\). A p shell with the same \(\zeta\) has the same separation but the opposite order, with its two states lowest.

The reversed sign matters when p character enters. A tetrahedral site has no inversion centre, and its t2 level may contain a weight \(w_p\) of p orbitals beside a weight \(w_d\) of d orbitals. As \(\mathbf l\) does not connect p with d, the two parts add, and the first-order splitting becomes \(\tfrac32(w_d\zeta_d-w_p\zeta_p)\). At a site with inversion, such as the centre of a cube or an octahedron, parity forbids this on-site mixing.

## What happens beyond first order

The e level is not untouched, because \(K\) connects it with t2. The model can be solved in closed form, and the solution shows that e shifts without splitting.

In the whole d shell, \(K=\tfrac12[j(j+1)-6-\tfrac34]\), which is \(1\) for \(j=5/2\) and \(-\tfrac32\) for \(j=3/2\). Thus \((K-1)(K+\tfrac32)=0\), or

\[
K^2=\tfrac32-\tfrac12K .
\]

Let \(|a\rangle\) be any normalized e state, spin included. Because \(P_eKP_e=0\), the state \(K|a\rangle\) lies wholly in t2 and \(\langle a|K|a\rangle=0\). Its squared norm is

\[
\langle a|K^2|a\rangle=\tfrac32-\tfrac12\langle a|K|a\rangle=\tfrac32 .
\]

Define the normalized partner \(|b\rangle=\sqrt{2/3}\,K|a\rangle\). Then

\[
K|a\rangle=\sqrt{\tfrac32}\,|b\rangle,\qquad
K|b\rangle=\sqrt{\tfrac23}\left(\tfrac32|a\rangle-\tfrac12K|a\rangle\right)=\sqrt{\tfrac32}\,|a\rangle-\tfrac12|b\rangle .
\]

The pair is closed under \(H\), whose matrix in it is

\[
\begin{pmatrix}0&\sqrt{3/2}\,\zeta\\ \sqrt{3/2}\,\zeta&\Delta-\zeta/2\end{pmatrix}.
\]

Nothing in this matrix depends on which \(|a\rangle\) was chosen. Four orthonormal e states have four orthonormal partners, because \(\langle a|K^2|a'\rangle=\tfrac32\langle a|a'\rangle\), so the same matrix occurs four times. Its eigenvalues are

\[
E_\pm=\tfrac12\left(\Delta-\tfrac{\zeta}{2}\right)\pm\sqrt{\tfrac14\left(\Delta-\tfrac{\zeta}{2}\right)^2+\tfrac32\zeta^2},
\]

each fourfold. Within this model the e quartet is unsplit at any strength of the coupling. The twofold degeneracy due to time reversal would allow two separate pairs; the cubic field holds them together.

Two of the ten states remain, both in t2. On them \(K\) can be \(1\) or \(-\tfrac32\). The trace of \(K\) over the shell is zero because the spin matrices are traceless, and the four blocks contribute \(4(-\tfrac12)=-2\). The remaining two values must add to \(2\), so both are \(1\), and the doublet lies at \(\Delta+\zeta\) without further correction.

For \(\Delta>0\) and \(\zeta\ll\Delta\), expanding the square root gives

\[
E_-\simeq-\frac{3\zeta^2}{2\Delta},\qquad
(\Delta+\zeta)-E_+=\frac{3\zeta}{2}+E_-\simeq\frac{3\zeta}{2}-\frac{3\zeta^2}{2\Delta}.
\]

The second relation uses \(E_++E_-=\Delta-\zeta/2\). The levels repel: the e quartet moves down, the t2 quartet moves up by the same amount, and the t2 splitting shrinks. If t2 lies below e, the repulsion acts the other way and the splitting grows.

In the opposite limit, \(\Delta=0\), the matrix has eigenvalues \(\zeta\) and \(-3\zeta/2\). With the two extra states at \(\zeta\), the atomic levels return, six states above four. The atomic rule of the opening belongs to this limit, and it fails when \(|\Delta|\gg\zeta\).

## Which level forms the edge

The surrounding anions decide which level is lower. Along a cube diagonal \(x^2=y^2=z^2\), so both e functions vanish there, while the t2 functions do not. Eight negative neighbours at the corners of a cube therefore raise t2 above e. Six neighbours on the axes do the reverse, since the t2 functions vanish along the axes.

For point charges at equal distance the ratio follows from the part of the potential of fourth degree. Second degree has no cubic invariant, odd degrees have no elements between d functions, and degrees above four have none either. The fourth-degree part is proportional to the sum of \(x^4+y^4+z^4-\tfrac35\) over the unit vectors to the charges:

\[
\frac{\Delta_{\text{cube}}}{\Delta_{\text{oct}}}=\frac{8\left(\tfrac13-\tfrac35\right)}{6\left(1-\tfrac35\right)}=\frac{-32/15}{12/5}=-\frac89 .
\]

A direct integration of the point-charge potential over the d functions gives \(-0.8889\).

## Numbers for the 5d levels of CeO2

In CeO2, a high-k oxide, each cerium ion sits at the centre of a cube of eight oxygen ions, a site with inversion. The empty Ce 5d shell therefore has e below t2. Rough typical parameters are \(\zeta=120\) meV and \(\Delta=4.0\) eV, so \(\zeta/\Delta=0.03\) and the first-order picture should serve well.

In first order the t2 quartet lies at \(-120/2=-60\) meV and the doublet at \(+120\) meV from the t2 centre, a splitting of 180 meV. The second-order shift of e is

\[
-\frac{3(0.120\ \text{eV})^2}{2(4.0\ \text{eV})}=-0.0054\ \text{eV}=-5.4\ \text{meV},
\]

and the t2 splitting becomes \(180-5.4=174.6\) meV. Diagonalizing all ten states gives \(-5.47\) meV and 174.53 meV. The first-order splitting is thus about 3 % above the full value.

If the order is reversed with the same \(\zeta\) and \(|\Delta|\), the lowest level is the t2 quartet, 65.3 meV below the uncoupled t2 level. Of this, 60 meV is the first-order term. With these settings fixed, spin-orbit coupling lowers a t2 edge about twelve times as much as an e edge.

## What breaks the isolation

**Strain.** Let a film grow with a cube axis along its normal on a substrate of slightly larger lattice spacing. If the film takes over that spacing, it is stretched in its plane and contracts along its normal, which leaves a tetragonal site. The two e orbitals are then no longer equivalent. The angular overlap model estimates the effect: each oxygen raises an orbital \(f\) by \(e_\sigma f^2\) plus \(e_\pi\) times one third of the squared gradient of \(f\) across the bond. The factor one third makes the \(\pi\) term \(e_\pi\) for \(d_{xz}\) and a neighbour on the \(z\) axis.

For a bond at polar angle \(\theta\) in a diagonal plane, the \(\pi\) terms are \(3e_\pi\cos^2\theta\sin^2\theta\) for \(d_{z^2}\) and \(e_\pi\sin^2\theta\) for \(d_{x^2-y^2}\). Their difference is \(e_\pi\sin^2\theta\,(3\cos^2\theta-1)\). The \(\sigma\) term is zero for \(d_{x^2-y^2}\) and of second order in \(3\cos^2\theta-1\) for \(d_{z^2}\). For in-plane strain \(\epsilon_\parallel\) and normal strain \(\epsilon_\perp\),

\[
3\cos^2\theta-1\simeq\tfrac43(\epsilon_\perp-\epsilon_\parallel),\qquad \sin^2\theta\simeq\tfrac23 .
\]

Eight bonds then give

\[
E_{z^2}-E_{x^2-y^2}\simeq8e_\pi\cdot\tfrac23\cdot\tfrac43(\epsilon_\perp-\epsilon_\parallel)=\tfrac{64}{9}e_\pi(\epsilon_\perp-\epsilon_\parallel).
\]

With \(e_\pi\) assumed to be a quarter of \(e_\sigma\), the value \(\Delta=4.0\) eV requires \(e_\sigma=2.25\) eV and \(e_\pi=0.5625\) eV. Strains of 0.50 % in the plane and \(-0.25\) % along the normal split e by 30.0 meV in size, with \(d_{z^2}\) lower. The full calculation, with spin-orbit coupling, higher orders in strain and overlap energies falling as the seventh power of bond length, gives 29.1 meV. At a single site, this modest strain does more to the e level than spin-orbit coupling does.

The figure does not carry over to the zone centre of the crystal. There the d orbital has the same phase on every cerium ion. The four cerium neighbours of each oxygen form a tetrahedron, over which the couplings of an e orbital to an oxygen p orbital add up to zero, with or without this strain. Strain still acts through the hopping between cerium ions and through the electrostatic field of the distorted lattice. With the hopping \(V\) used below, the turning of the Ce-Ce bonds alone splits e by \(6|V|(\epsilon_\parallel-\epsilon_\perp)\), about 22 meV, with \(d_{x^2-y^2}\) lower. If \(V\) also falls as the fifth power of the Ce-Ce distance, this grows to about 31 meV. The electrostatic field is left out here. For point charges its second-degree part favours \(d_{z^2}\) and its fourth-degree part favours \(d_{x^2-y^2}\), and their sum can be of similar size to the hopping term. These estimates therefore do not settle which orbital is lower at the zone centre.

**Hopping.** In the crystal the d orbitals form bands. Let neighbouring cerium ions be coupled by a \(\sigma\) hopping \(V=-0.50\) eV, a rough value. Each of the twelve bonds contributes \(Vf^2\) times a phase factor, where \(f\) is the orbital's value along the bond. For \(d_{z^2}\), \(f^2\) is \(\tfrac14\) on the four bonds in the \(xy\) plane and \(\tfrac1{16}\) on the other eight; for \(d_{x^2-y^2}\) it is \(0\) and \(\tfrac3{16}\).

At the zone centre all phases are \(+1\), and both orbitals move by \(\tfrac32V\). The cubic symmetry is intact, and the diagonalization with spin-orbit coupling finds the quartet unsplit. At the zone-boundary point X on the \(z\) axis the eight out-of-plane bonds have phase \(-1\), so that

\[
E_{z^2}=V\left(1-\tfrac12\right)=-0.25\ \text{eV},\qquad E_{x^2-y^2}=-\tfrac32V=+0.75\ \text{eV}.
\]

The orbitals differ by 1.0 eV, or 0.994 eV with spin-orbit coupling included. The fourfold level is thus a property of the zone centre and not of the whole band. The size and order found at X count only the hopping between cerium ions. There the couplings of \(d_{z^2}\) to the oxygen p orbitals no longer cancel; they raise this orbital, while \(d_{x^2-y^2}\) stays uncoupled. With the \(e_\pi\) used above the second-order rise is \(\tfrac{128}{9}e_\pi=8\) eV. This is too large for second order to be accurate, but it is well beyond the 1 eV from hopping, so with these parameters \(d_{z^2}\) ends up the higher orbital at X.

**Covalency.** If the t2 orbital is 80 % d and the rest is on oxygen, whose own spin-orbit coupling is neglected, the matrix elements of \(\zeta K\) within t2 are multiplied by 0.8. The splitting falls from 180 to 144 meV. In e the metal term stays zero in first order, since a fraction of zero is zero.

## The real oxide

The 5d edge treated here is not the lowest empty level of CeO2: the empty 4f states lie below it, in the gap between the oxygen 2p and the cerium 5d bands. The result bears on the 5d threshold and not on the smallest gap. The values of \(\zeta\) and \(\Delta\) are of the usual size for this shell but uncertain in their second figure, so the e shift is best read as a few meV, and the t2 splitting as between 0.1 and 0.2 eV. In the crystal the e shift depends on the actual distance between e and t2 at the zone centre, which the couplings to cerium and oxygen neighbours change. The filled t2 bonding states below e also carry some d character and push e upward, which reduces the shift.

Isolation is an assumption that the real oxide breaks strongly: at X, the hopping between cerium ions alone changes the e splitting from zero to about 1 eV. At 358 K, a plausible working temperature for a gate stack, the thermal energy is 30.9 meV. The e shift is well below it, the single-site strain splitting is comparable with it, and the t2 splitting is several times larger. An e edge at the zone centre of an unstrained cubic film can be placed without a spin-orbit correction if \(\zeta\ll|\Delta|\) and the shift \(3\zeta^2/(2|\Delta|)\) is smaller than the accuracy wanted. With the present values this holds for an accuracy of 10 meV. For a t2 edge at the zone centre the lowering is of first order, about \(\zeta/2\) for a pure d level, and with the same \(\zeta\) it would have to be included at that accuracy. The numerical output lists most of the values used here.

## Computed values

```
FIRST ORDER, in units of zeta
largest |l| element inside e: 6.7e-17 (hbar)
e levels: 0.000 0.000 0.000 0.000
t2 levels: -0.500 -0.500 -0.500 -0.500 1.000 1.000
t2 splitting: 1.5000
splitting of pair x2-y2, xy: 2.0000
squared e-t2 coupling: 1.5000 (zeta^2)
t2 splitting/zeta, full problem, weak zeta: 1.49996
e shift/zeta, full problem, weak zeta: -3.8e-05
point-charge delta, cube/octahedron: -0.8889
EXAMPLE: Ce 5d in CeO2, rough parameters
zeta: 120 meV
delta = E(t2) - E(e): 4.0 eV
t2 quartet, first order: -60.0 meV from t2 centre
t2 doublet, first order: 120.0 meV from t2 centre
t2 splitting, first order: 180.0 meV
t2 splitting, second-order formula: 174.60 meV
t2 splitting, full diagonalization: 174.53 meV
e shift, second-order formula: -5.40 meV
e shift, full diagonalization: -5.47 meV
e quartet spread, full: below 1e-08 meV
edge shift if t2 were lowest: -65.31 meV
NEGLECTED EFFECTS, rough sizes
angular overlap e_sigma: 2.250 eV
angular overlap e_pi: 0.5625 eV
in-plane strain: 0.50 %
out-of-plane strain: -0.25 %
e splitting by strain, full: 29.1 meV
e splitting by strain, linear: 30.0 meV
Ce-Ce sigma hopping: -0.50 eV
e quartet spread at zone centre: below 1e-08 meV
e splitting at X by hopping: 0.994 eV
d share of t2 orbital: 0.80
t2 splitting with that share: 144.0 meV
temperature of use: 358 K
thermal energy kT: 30.9 meV
```
